# Exact return of distant walkers in off-lattice diffusion-limited aggregation: verification in Python

```python
"""
Exact return of distant walkers in off-lattice diffusion-limited aggregation.

Result under test: a planar Brownian walker at distance r from the centre of a
circle of radius R < r first hits the circle at relative angle theta with density
    P(theta) = (r^2 - R^2) / (2 pi (r^2 + R^2 - 2 r R cos(theta))),
so an excursion outside the launching circle can be replaced by one draw from P.
Discarding walkers at a killing radius K instead gives a biased attachment law.

Symbols: a, e = radius and centre displacement of an absorbing disk;
b = length of an absorbing needle that starts at the centre of the circle.
Lengths: launching radii for disk and needle, particle diameters for clusters.
Positions in the plane are complex numbers.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(20240611)
SHELL = 1e-5           # contact shell for disk and needle
CLUSTER_SHELL = 1e-3   # contact shell for growing clusters


def kernel(theta, r, R):
    return (r*r - R*R) / (2*np.pi*(r*r + R*R - 2*r*R*np.cos(theta)))


def return_to_circle(z, R, u):
    """Map walkers at z, outside radius R, to the circle; u is uniform in [0,1)."""
    r = abs(z)
    rho = R / r
    zeta = np.exp(2j*np.pi*u)
    return R * (z/r) * (zeta + rho) / (1 + rho*zeta)


def random_directions(n):
    return np.exp(2j*np.pi*rng.random(n))


# ---- Kernel against a lattice walk in (ln r, theta) ----
def lattice_hitting_density(n_theta, rows_out, depth=6.0):
    """Hitting density on ln(r/R)=0 from a source rows_out lattice rows outside."""
    h = 2*np.pi / n_theta
    n_rows = int(round(depth / h))
    radial_diag = np.full(n_rows, 2.0)
    radial_diag[-1] = 1.0                      # distant reflecting edge
    off = -np.ones(n_rows - 1)
    radial = diags([off, radial_diag, off], [-1, 0, 1])
    side = -np.ones(n_theta - 1)
    angular = diags([[-1.0], side, np.full(n_theta, 2.0), side, [-1.0]],
                    [-(n_theta - 1), -1, 0, 1, n_theta - 1])
    walk = (kron(radial, identity(n_theta))
            + kron(identity(n_rows), angular)) / 4
    source = np.zeros(n_rows * n_theta)
    source[(rows_out - 1) * n_theta] = 1.0
    visits = spsolve(walk.tocsc(), source)
    hit_probability = visits[:n_theta] / 4
    return h * np.arange(n_theta), hit_probability / h, hit_probability.sum()


print("KERNEL (lengths in launching radii)")
lattice_errors = []
for n_theta, rows_out in ((120, 8), (240, 16)):
    r_start = np.exp(rows_out * 2*np.pi / n_theta)
    angles, density, total = lattice_hitting_density(n_theta, rows_out)
    assert abs(total - 1) < 1e-8
    lattice_errors.append(np.max(abs(density - kernel(angles, r_start, 1.0))))
peak = kernel(0.0, r_start, 1.0)
assert lattice_errors[1] < 0.01 * peak
assert 3.0 < lattice_errors[0] / lattice_errors[1] < 5.0   # second-order grid
print(f"start radius r/R: {r_start:.4f}")
print(f"kernel at theta=0: {peak:.4f} per rad")
print(f"kernel at theta=pi: {kernel(np.pi, r_start, 1.0):.4f} per rad")
print(f"lattice walk, 120 angles, max deviation: {lattice_errors[0]:.5f} per rad")
print(f"lattice walk, 240 angles, max deviation: {lattice_errors[1]:.5f} per rad")

# ---- Sampler against quadrature of the kernel ----
for r_test in (1.05, 2.0, 20.0):
    for u in (0.05, 0.2, 0.35, 0.48):
        theta = np.angle(return_to_circle(r_test + 0j, 1.0, u))
        area = quad(kernel, 0, theta, args=(r_test, 1.0), epsabs=1e-11)[0]
        assert abs(area - u) < 1e-8
    for n in (1, 2, 3):
        moment = quad(lambda t: np.cos(n*t)*kernel(t, r_test, 1.0), 0, np.pi,
                      epsabs=1e-11, limit=200)[0] * 2
        assert abs(moment - r_test**(-n)) < 1e-8
theta_example = np.angle(return_to_circle(2.0 + 0j, 1.0, 0.2))
print(f"sampler example r/R=2, u=0.2: theta = {theta_example:.4f} rad")


# ---- Attachment laws with exact return or with killing ----
def first_hits(gap, launch, n, kill=None):
    """Attachment points of n launches; killed walkers are dropped."""
    z = launch * random_directions(n)
    hits = []
    while z.size:
        step = gap(z)
        touching = step < SHELL
        hits.append(z[touching])
        alive = ~touching
        if kill is not None:
            wall = kill - abs(z)
            alive &= wall >= SHELL
            step = np.minimum(step, wall)
        z = z[alive] + step[alive] * random_directions(alive.sum())
        if kill is None:
            outside = abs(z) > launch
            z[outside] = return_to_circle(z[outside], launch,
                                          rng.random(outside.sum()))
    return np.concatenate(hits)


def killed_disk_law(a, e, K, launch):
    """Mean cosine on the disk and attached fraction per launch."""
    p = K*K + e*e - a*a
    image = (p + np.sqrt(p*p - 4*e*e*K*K)) / (2*e)
    fraction = np.log(K/launch) / np.arccosh((K*K + a*a - e*e) / (2*a*K))
    return a / (image - e), fraction


a, e, b, launches = 0.4, 0.5, 0.9, 200_000


def disk_gap(z):
    return abs(z - e) - a


def needle_gap(z):
    return abs(z - np.clip(z.real, 0, b))


def mean_and_error(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(x.size)


print("DISPLACED DISK (lengths in launching radii)")
print(f"disk radius a = {a}, displacement e = {e}, launches = {launches}")
hits = first_hits(disk_gap, 1.0, launches)
assert hits.size == launches
directions = (hits - e) / abs(hits - e)
mean_cos, error = mean_and_error(directions.real)
second, second_error = mean_and_error((directions**2).real)
assert abs(mean_cos) < 4.5*error and abs(second) < 4.5*second_error
print(f"exact return: mean cosine = {mean_cos:.4f} +- {error:.4f} (true 0)")
for launch, K in ((1.0, 2.0), (1.5, 2.0), (1.0, 4.0)):
    hits = first_hits(disk_gap, launch, launches, kill=K)
    mean_cos, error = mean_and_error(((hits - e) / abs(hits - e)).real)
    law_cos, law_fraction = killed_disk_law(a, e, K, launch)
    fraction = hits.size / launches
    fraction_error = np.sqrt(law_fraction*(1 - law_fraction)/launches)
    assert abs(mean_cos - law_cos) < 4.5*error
    assert abs(fraction - law_fraction) < 4.5*fraction_error + 1e-4
    print(f"killing, launch {launch}, K={K}: mean cosine {mean_cos:.4f}"
          f" +- {error:.4f}, formula {law_cos:.4f}")
    print(f"  attached fraction {fraction:.4f}, formula {law_fraction:.4f};"
          f" a*e/K^2 = {a*e/K**2:.4f}")
far_law = killed_disk_law(a, e, 40.0, 1.0)[0]
assert abs(far_law / (a*e/40.0**2) - 1) < 0.01   # large-K limit of the bias

print("NEEDLE FROM CENTRE OUTWARDS (lengths in launching radii)")
tip_exact = np.arccos(0.8) / np.pi               # arcsine law, outer tenth
hits = first_hits(needle_gap, 1.0, launches)
tip, tip_error = mean_and_error((hits.real > 0.9*b).astype(float))
inner, inner_error = mean_and_error((hits.real < 0.1*b).astype(float))
assert abs(tip - tip_exact) < 4.5*tip_error
assert abs(inner - tip_exact) < 4.5*inner_error
killed = first_hits(needle_gap, 1.0, launches, kill=2.0)
tip_k, tip_k_error = mean_and_error((killed.real > 0.9*b).astype(float))
assert tip_k - tip_exact > 2*tip_k_error
print(f"needle length b = {b}")
print(f"arcsine share of each end tenth: {tip_exact:.4f}")
print(f"exact return, outer tenth: {tip:.4f} +- {tip_error:.4f}")
print(f"exact return, inner tenth: {inner:.4f} +- {inner_error:.4f}")
print(f"killing at K=2, outer tenth: {tip_k:.4f} +- {tip_k_error:.4f}")

# ---- Jump-count tail when distant walkers are not returned ----
n_tail = 40_000
z = np.full(n_tail, 1.5 + 0j)
surviving = {}
for jump in range(1, 1601):
    z = z + (abs(z) - 1) * random_directions(z.size)
    z = z[abs(z) - 1 >= SHELL]
    if jump in (400, 1600):
        surviving[jump] = z.size / n_tail
tail_exponent = np.log(surviving[400]/surviving[1600]) / np.log(4)
assert abs(tail_exponent - 0.5) < 0.1   # sampling noise and finite jump number
print("WITHOUT RETURN: walkers from r/R=1.5 still outside the circle")
print(f"after 400 jumps: {surviving[400]:.4f}; after 1600: {surviving[1600]:.4f}")
print(f"tail exponent: {tail_exponent:.3f} (expected 0.5)")


# ---- Cluster growth with exact return ----
def grow_cluster(n):
    centres = np.zeros(n, dtype=complex)
    reach, jumps, returns = 0.0, 0, 0
    for k in range(1, n):
        launch = reach + 1.0                 # encloses every contact position
        z = launch * np.exp(2j*np.pi*rng.random())
        while True:
            distance = abs(centres[:k] - z)
            nearest = distance.argmin()
            gap = distance[nearest] - 1.0
            if gap < CLUSTER_SHELL:
                break
            z = z + gap * np.exp(2j*np.pi*rng.random())
            jumps += 1
            if abs(z) > launch:
                z = return_to_circle(z, launch, rng.random())
                returns += 1
        centres[k] = centres[nearest] + (z - centres[nearest])/distance[nearest]
        reach = max(reach, abs(centres[k]))
    return centres, reach, jumps/(n - 1), returns/(n - 1)


n_clusters, n_particles = 8, 1000
sizes = np.array([125, 250, 500, 1000])
gyration, reaches, jump_means, return_means = [], [], [], []
for _ in range(n_clusters):
    centres, reach, jumps, returns = grow_cluster(n_particles)
    gyration.append([np.std(centres[:m]) for m in sizes])
    reaches.append(reach)
    jump_means.append(jumps)
    return_means.append(returns)
pair = abs(centres[:, None] - centres[None, :])
np.fill_diagonal(pair, np.inf)
assert pair.min() > 1 - CLUSTER_SHELL - 1e-9     # no overlap beyond the shell
gyration = np.array(gyration)
dimensions = np.array([1/np.polyfit(np.log(sizes), np.log(g), 1)[0]
                       for g in gyration])
dimension, dimension_error = mean_and_error(dimensions)
assert 1 < dimension and dimension + 2*dimension_error < 2   # open, not compact

print("CLUSTERS (lengths in particle diameters)")
print(f"clusters: {n_clusters}, particles in each: {n_particles}")
print(f"contact shell: {CLUSTER_SHELL} diameters")
print(f"jumps per attached particle: {np.mean(jump_means):.1f}")
print(f"returns per attached particle: {np.mean(return_means):.2f}")
for m, g in zip(sizes, gyration.mean(axis=0)):
    print(f"mean radius of gyration at {m} particles: {g:.2f} diameters")
print(f"mean outermost centre distance: {np.mean(reaches):.1f} diameters")
print(f"effective dimension: {dimension:.3f} +- {dimension_error:.3f}")
print("checks complete")
```

Output:

```
KERNEL (lengths in launching radii)
start radius r/R: 1.5203
kernel at theta=0: 0.7710 per rad
kernel at theta=pi: 0.0329 per rad
lattice walk, 120 angles, max deviation: 0.00621 per rad
lattice walk, 240 angles, max deviation: 0.00150 per rad
sampler example r/R=2, u=0.2: theta = 0.4752 rad
DISPLACED DISK (lengths in launching radii)
disk radius a = 0.4, displacement e = 0.5, launches = 200000
exact return: mean cosine = -0.0019 +- 0.0016 (true 0)
killing, launch 1.0, K=2.0: mean cosine 0.0586 +- 0.0024, formula 0.0559
  attached fraction 0.4492, formula 0.4495; a*e/K^2 = 0.0500
killing, launch 1.5, K=2.0: mean cosine 0.0572 +- 0.0037, formula 0.0559
  attached fraction 0.1871, formula 0.1866; a*e/K^2 = 0.0500
killing, launch 1.0, K=4.0: mean cosine 0.0137 +- 0.0020, formula 0.0128
  attached fraction 0.6067, formula 0.6062; a*e/K^2 = 0.0125
NEEDLE FROM CENTRE OUTWARDS (lengths in launching radii)
needle length b = 0.9
arcsine share of each end tenth: 0.2048
exact return, outer tenth: 0.2031 +- 0.0009
exact return, inner tenth: 0.2047 +- 0.0009
killing at K=2, outer tenth: 0.2189 +- 0.0016
WITHOUT RETURN: walkers from r/R=1.5 still outside the circle
after 400 jumps: 0.0193; after 1600: 0.0094
tail exponent: 0.524 (expected 0.5)
CLUSTERS (lengths in particle diameters)
clusters: 8, particles in each: 1000
contact shell: 0.001 diameters
jumps per attached particle: 17.5
returns per attached particle: 2.32
mean radius of gyration at 125 particles: 8.49 diameters
mean radius of gyration at 250 particles: 12.84 diameters
mean radius of gyration at 500 particles: 19.23 diameters
mean radius of gyration at 1000 particles: 28.65 diameters
mean outermost centre distance: 54.7 diameters
effective dimension: 1.713 +- 0.032
checks complete
```
